# Spin-active fraction of dangling bonds with the Fermi level at midpoint: a program that tests the result

```python
"""Spin-active fraction of a dangling bond with three charge states.

Result under test: f = 1/(1 + exp(-U/(2 kT))) when the Fermi level mu lies
midway between E(+/0) = E_d and E(0/-) = E_d + U.
E_d: one-electron level, U: effective correlation energy, kT: thermal energy.
Away from the midpoint by delta: f = 1/(1 + exp(-U/(2 kT)) cosh(delta/kT)).
The reference side diagonalizes fermion matrices and averages S squared.
Energies are in eV, densities in cm^-3, lengths in nm.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, gamma

K_B = const.k / const.e
MU_B = const.physical_constants["Bohr magneton in eV/T"][0]
G_E = abs(const.physical_constants["electron g factor"][0])

# Fermion operators of one orbital with two spin directions.
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
c_up = np.kron(lower, np.eye(2))
c_dn = np.kron(np.diag([1.0, -1.0]), lower)
n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn
number = n_up + n_dn
double = n_up @ n_dn
flip = c_up.T @ c_dn
spin_x = (flip + flip.T) / 2
spin_z = (n_up - n_dn) / 2
i_spin_y = (flip - flip.T) / 2
spin_squared = spin_x @ spin_x - i_spin_y @ i_spin_y + spin_z @ spin_z


def thermal(level, corr, mu, kt, zeeman=0.0):
    """Return spin fraction, electron number, double occupation, <S_x>."""
    grand = (level - mu) * number + corr * double - zeeman * spin_x
    energy, vec = np.linalg.eigh(grand)
    prob = np.exp(-(energy - energy.min()) / kt)
    prob /= prob.sum()
    rho = (vec * prob) @ vec.T
    ops = (spin_squared / 0.75, number, double, spin_x)
    return np.array([np.sum(rho * op.T) for op in ops])


def formula(corr, kt, delta=0.0):
    return 1 / (1 + np.exp(-corr / (2 * kt)) * np.cosh(delta / kt))


# Rough parameters in the regime of ion-implanted amorphous silicon.
U, E_D, T, N_DB = 0.20, 0.70, 300.0, 1e19
SIGMA, OFFSET, DONORS = 0.10, 0.10, 1e17
EPS_R, FIELD, HALF_GAP, N_BAND = 12.0, 0.34, 0.80, 1e20
kT = K_B * T
mid = E_D + U / 2

# Midpoint and offset formulas, both signs of U, several temperatures.
for corr in (-0.2, -0.05, 0.0, 0.1, 0.2, 0.4):
    for temp in (77.0, 300.0, 773.0):
        kt, centre = K_B * temp, E_D + corr / 2
        for delta in (-0.13, 0.0, 0.04):
            direct = thermal(E_D, corr, centre + delta, kt)[0]
            assert np.isclose(direct, formula(corr, kt, delta),
                              rtol=1e-9, atol=1e-13)
    scan = np.linspace(-0.3, 0.3, 121)
    vals = [thermal(E_D, corr, E_D + corr / 2 + d, kT)[0] for d in scan]
    assert abs(scan[int(np.argmax(vals))]) < 1e-12
f_mid = thermal(E_D, U, mid, kT)[0]
f_neg = thermal(E_D, -U, E_D - U / 2, kT)[0]
assert abs(f_mid + f_neg - 1) < 1e-12

# Ground-state charge changes exactly at the two transition levels.
for mu, electrons in ((E_D - 0.002, 0), (E_D + 0.002, 1),
                      (E_D + U - 0.002, 1), (E_D + U + 0.002, 2)):
    assert abs(thermal(E_D, U, mu, 1e-4)[1] - electrons) < 1e-6
# For negative U the neutral state is never the ground state.
for mu in np.linspace(E_D - 0.4, E_D + 0.2, 61):
    assert thermal(E_D, -U, mu, 2e-3)[0] < 1e-12


def plus_minus_neutral(mu):
    f, n, d, _ = thermal(E_D, U, mu, kT)
    return 1 - n + d - f


def minus_minus_neutral(mu):
    f, _, d, _ = thermal(E_D, U, mu, kT)
    return d - f


equal_plus = brentq(plus_minus_neutral, E_D - 0.1, E_D + 0.1)
equal_minus = brentq(minus_minus_neutral, E_D + U - 0.1, E_D + U + 0.1)
assert abs((equal_plus + equal_minus) / 2 - mid) < 1e-9
assert abs(equal_minus - equal_plus - U - 2 * kT * np.log(2)) < 1e-9

# Low-field spin response counts the neutral bonds.
for corr in (-0.1, 0.0, 0.2):
    step, centre = 1e-3 * kT, E_D + corr / 2
    slope = (thermal(E_D, corr, centre, kT, step)[3]
             - thermal(E_D, corr, centre, kT, -step)[3]) / (2 * step)
    assert np.isclose(slope, formula(corr, kT) / (4 * kT), rtol=1e-6)


def gaussian_grid(points):
    shift = np.linspace(-8 * SIGMA, 8 * SIGMA, points)
    weight = np.exp(-shift**2 / (2 * SIGMA**2))
    return shift, weight / weight.sum()


def spread_average(mu, kt, shifts, weights):
    rows = np.array([thermal(E_D + s, U, mu, kt) for s in shifts])
    return weights @ rows


# Level spread: low-temperature limit, then the value at room temperature.
shifts, weights = gaussian_grid(2001)
kt_cold = K_B * 10.0
cold = spread_average(mid, kt_cold, shifts, weights)[0]
edge = U / 2 + kt_cold * np.log(2)
assert abs(cold - erf(edge / (np.sqrt(2) * SIGMA))) < 2e-4
f_spread = spread_average(mid, kT, shifts, weights)[0]
f_spread_zero = erf(U / (2 * np.sqrt(2) * SIGMA))

# Neutrality of the defects alone: symmetric and skewed distributions.
coarse = gaussian_grid(401)
mu_sym = brentq(lambda m: spread_average(m, kT, *coarse)[1] - 1,
                mid - 0.03, mid + 0.05)
assert abs(mu_sym - mid) < 1e-8
skewed = (np.array([-0.03, 0.12]), np.array([0.8, 0.2]))
assert abs(skewed[0] @ skewed[1]) < 1e-12
mu_skew = brentq(lambda m: spread_average(m, kT, *skewed)[1] - 1,
                 mid - 0.2, mid + 0.2)
assert abs(mu_skew - mid) > 0.01

# Fermi-level offset and net doping, without level spread.
f_offset = thermal(E_D, U, mid + OFFSET, kT)[0]
mu_doped = brentq(lambda m: N_DB * (thermal(E_D, U, m, kT)[1] - 1) - DONORS,
                  mid - 0.2, mid + 0.3)
f_doped = thermal(E_D, U, mu_doped, kT)[0]

# Mean nearest-neighbour distance of randomly placed bonds.
density_nm = N_DB * 1e-21
volume_rate = 4 * np.pi * density_nm / 3
distance = quad(lambda r: np.exp(-volume_rate * r**3), 0, 30)[0]
assert np.isclose(distance, gamma(4 / 3) * volume_rate**(-1 / 3), rtol=1e-7)
coulomb_nm = const.e / (4 * np.pi * const.epsilon_0 * EPS_R) * 1e9
v_pair = coulomb_nm / distance


def pair_fraction(coupling, kt):
    """Neutral fraction of two bonds, by enumeration of all 16 states."""
    energies, neutral = [], []
    for a, b, c, d in itertools.product((0, 1), repeat=4):
        n1, n2 = a + b, c + d
        energies.append((E_D - mid) * (n1 + n2) + U * (a * b + c * d)
                        + coupling * (1 - n1) * (1 - n2))
        neutral.append(((n1 == 1) + (n2 == 1)) / 2)
    energies = np.array(energies)
    boltz = np.exp(-(energies - energies.min()) / kt)
    return boltz @ np.array(neutral) / boltz.sum()


assert abs(pair_fraction(0.0, kT) - f_mid) < 1e-12
assert pair_fraction(U - 0.02, 1e-3) > 0.999
assert pair_fraction(U + 0.02, 1e-3) < 0.001
f_pair = pair_fraction(v_pair, kT)
r_close = coulomb_nm / U
p_close = 1 - np.exp(-volume_rate * r_close**3)

# One k_B of extra vibrational entropy for D+ plus D- over two D0.
u_free = U - kT
f_entropy = thermal(E_D, u_free, E_D + u_free / 2, kT)[0]
zeeman = G_E * MU_B * FIELD
df_field = thermal(E_D, U, mid, kT, zeeman)[0] - f_mid
band_carriers = N_BAND * np.exp(-HALF_GAP / kT)
others = (f_doped, f_pair, f_entropy, f_mid + df_field, f_mid - p_close)
assert f_mid - f_spread > max(abs(f_mid - x) for x in others)
assert band_carriers < 1e-6 * N_DB * (1 - f_mid)

print("INPUTS (rough, implanted amorphous silicon regime)")
print(f"correlation energy U = {U:.2f} eV")
print(f"level E(+/0) = {E_D:.2f} eV above valence edge")
print(f"level E(0/-) = {E_D + U:.2f} eV above valence edge")
print(f"Fermi level at midpoint = {mid:.2f} eV above valence edge")
print(f"temperature = {T:.0f} K")
print(f"dangling-bond density = {N_DB:.1e} cm^-3")
print("IDEAL MODEL")
print(f"kT = {kT:.5f} eV")
print(f"U/(2kT) = {U / (2 * kT):.4f} (no unit)")
print(f"exp(-U/(2kT)) = {np.exp(-U / (2 * kT)):.5f} (no unit)")
print(f"spin-active fraction = {f_mid:.4f} (no unit)")
print(f"spin density = {N_DB * f_mid:.3e} cm^-3")
print(f"D+ density = D- density = {N_DB * (1 - f_mid) / 2:.3e} cm^-3")
wrong = 1 / (1 + 2 * np.exp(-U / (2 * kT)))
print(f"fraction if spin degeneracy is forgotten = {wrong:.4f} (no unit)")
print(f"fraction for U = {-U:.2f} eV: {f_neg:.4f} (no unit)")
for temp in (77.0, 300.0, 773.0):
    value = thermal(E_D, U, mid, K_B * temp)[0]
    print(f"fraction at {temp:.0f} K, same U: {value:.6f} (no unit)")
print(f"equal-occupation level D+/D0 = {equal_plus:.4f} eV")
print(f"equal-occupation level D0/D- = {equal_minus:.4f} eV")
print(f"their separation = {equal_minus - equal_plus:.4f} eV")
print("NEGLECTED EFFECTS (each alone, at 300 K unless stated)")
print(f"Gaussian level spread, std. dev. = {SIGMA:.2f} eV")
print(f"fraction with level spread = {f_spread:.4f} (no unit)")
print(f"same, zero-temperature limit = {f_spread_zero:.4f} (no unit)")
print(f"spin density with level spread = {N_DB * f_spread:.3e} cm^-3")
print(f"fraction, Fermi level {OFFSET:.2f} eV off: {f_offset:.4f} (no unit)")
print(f"net donor density = {DONORS:.1e} cm^-3")
print(f"Fermi shift from donors = {mu_doped - mid:.4f} eV")
print(f"fraction with donors = {f_doped:.4f} (no unit)")
print(f"relative permittivity = {EPS_R:.1f} (no unit)")
print(f"mean neighbour distance = {distance:.2f} nm")
print(f"Coulomb energy at that distance = {v_pair:.4f} eV")
print(f"fraction for such a pair = {f_pair:.4f} (no unit)")
print(f"distance where Coulomb energy equals U = {r_close:.2f} nm")
print(f"share of bonds with closer neighbour = {p_close:.4f} (no unit)")
print(f"fraction with 1 k_B pair entropy = {f_entropy:.4f} (no unit)")
print(f"magnetic field = {FIELD:.2f} T")
print(f"Zeeman splitting = {zeeman:.2e} eV")
print(f"change of fraction by field = {df_field:.1e} (no unit)")
print(f"band-edge effective density = {N_BAND:.1e} cm^-3")
print(f"distance of band edge from Fermi level = {HALF_GAP:.2f} eV")
print(f"band carrier density = {band_carriers:.1e} cm^-3")
print("all tests passed")
```

It prints:

```
INPUTS (rough, implanted amorphous silicon regime)
correlation energy U = 0.20 eV
level E(+/0) = 0.70 eV above valence edge
level E(0/-) = 0.90 eV above valence edge
Fermi level at midpoint = 0.80 eV above valence edge
temperature = 300 K
dangling-bond density = 1.0e+19 cm^-3
IDEAL MODEL
kT = 0.02585 eV
U/(2kT) = 3.8682 (no unit)
exp(-U/(2kT)) = 0.02090 (no unit)
spin-active fraction = 0.9795 (no unit)
spin density = 9.795e+18 cm^-3
D+ density = D- density = 1.023e+17 cm^-3
fraction if spin degeneracy is forgotten = 0.9599 (no unit)
fraction for U = -0.20 eV: 0.0205 (no unit)
fraction at 77 K, same U: 1.000000 (no unit)
fraction at 300 K, same U: 0.979531 (no unit)
fraction at 773 K, same U: 0.817758 (no unit)
equal-occupation level D+/D0 = 0.6821 eV
equal-occupation level D0/D- = 0.9179 eV
their separation = 0.2358 eV
NEGLECTED EFFECTS (each alone, at 300 K unless stated)
Gaussian level spread, std. dev. = 0.10 eV
fraction with level spread = 0.7158 (no unit)
same, zero-temperature limit = 0.6827 (no unit)
spin density with level spread = 7.158e+18 cm^-3
fraction, Fermi level 0.10 eV off: 0.6666 (no unit)
net donor density = 1.0e+17 cm^-3
Fermi shift from donors = 0.0122 eV
fraction with donors = 0.9773 (no unit)
relative permittivity = 12.0 (no unit)
mean neighbour distance = 2.57 nm
Coulomb energy at that distance = 0.0467 eV
fraction for such a pair = 0.9787 (no unit)
distance where Coulomb energy equals U = 0.60 nm
share of bonds with closer neighbour = 0.0090 (no unit)
fraction with 1 k_B pair entropy = 0.9667 (no unit)
magnetic field = 0.34 T
Zeeman splitting = 3.94e-05 eV
change of fraction by field = 5.8e-09 (no unit)
band-edge effective density = 1.0e+20 cm^-3
distance of band edge from Fermi level = 0.80 eV
band carrier density = 3.6e+06 cm^-3
all tests passed
```
